Assigning Gaussian Products to Multiple Grids at Constant Relative Cutoff

A Gaussian exp(−p r²) has one length, p^(−1/2). A cubic grid has one length, its spacing h. If the Gaussian is integrated on the grid, the error relative to its integral is a pure number, so it can depend on p and h only through p h², and on the position P of the centre only through P/h. Equal accuracy for sharp and diffuse functions therefore requires h to scale as p^(−1/2).

It is convenient to replace h by a cutoff. The grid carries wavevector components up to G_c = π/h along each axis, and in atomic units

E = G_c²/2 = π²/(2h²).

The dimensionless measure of resolution is then the relative cutoff

κ = E/p = π²/(2p h²).

In ordinary units κ = E/[(ħ²/m)p], with ħ²/m = 7.62 eV Å². Here E is the cutoff of the density grid, not of the orbitals.

**What goes wrong with one grid**

In a Gaussian basis the density is a sum of orbital products. Let two orbitals have exponents a and b and centres A and B, and set p = a + b and P = (aA + bB)/p. Completing the square gives

a|r−A|² + b|r−B|² = p|r−P|² + aA² + bB² − |aA + bB|²/p.

Over the common denominator p, the constant terms have the numerator (a+b)(aA² + bB²) − |aA + bB|² = ab(A² + B² − 2A·B). Hence

exp(−a|r−A|²) exp(−b|r−B|²) = K exp(−p|r−P|²), K = exp(−ab|A−B|²/p).

The constant K multiplies value and error alike, so the total exponent p decides the grid.

A single grid must serve every p. Take h = 0.2 Å, for which E = 940.1 eV. A product with p = 54 Å⁻² then has κ = 940.1/(7.62 × 54) = 2.3, while one with p = 1.93 Å⁻² has κ = 64. The first is poorly integrated and the second is resolved far beyond need. Refining the grid for the first makes the second more expensive, because a diffuse product covers a large volume. To choose a better rule we need to know how the error falls with κ.

**Three errors, three exponents**

Consider an infinite grid with points r_j. The comb h³ Σ_j δ(r−r_j) is periodic and has weight h³ in each cell of volume h³, so every coefficient of its Fourier series is 1:

h³ Σ_j δ(r−r_j) = Σ_m exp(−2πi m·r/h),

where m runs over integer vectors. Multiplying by g(r) and integrating gives

h³ Σ_j g(r_j) = Σ_m g̃(2πm/h), g̃(G) = ∫ g(r) exp(−iG·r) d³r.

For g = exp(−p|r−P|²),

g̃(G) = (π/p)^(3/2) exp(−G²/4p) exp(−iG·P).

The term m = 0 is the true integral. The six nearest vectors have length 2π/h, and (2π/h)²/4p = 2κ. Pairing opposite vectors gives the leading charge error, relative to the charge:

δN/N = 2 exp(−2κ) Σ_axis cos(2πP_axis/h).

The charge is the easiest quantity to integrate. A potential contains plane waves, and the hardest one that the grid holds has k = (π/h, 0, 0). Its grid sum contains g̃(k + 2πm/h). The vector m = (−1, 0, 0) turns k into −k, which has the same length, and k²/4p = κ/2. The leading error, relative to the charge, is therefore exp(−κ/2). At this wavevector it is as large as the true Fourier component itself.

The Coulomb self-energy lies between these two. For unit charge, ρ̃ = exp(−G²/4p) apart from its phase, and

E_self = ½ ∫ d³G/(2π)³ 4π|ρ̃|²/G² = √(p/2π).

The grid keeps a cube of wavevectors. Inside it, sampling adds the folded component from G − 2G_c, with the factor cos(2πP_axis/h). Near a face write G_x = G_c − u, and let G⊥ be the component parallel to the face. The cross term contains

exp{−[G² + (G−2G_c)²]/4p} = exp(−κ) exp(−u²/2p) exp(−G⊥²/2p),

because G_c² = 2pκ. With 1/G² ≈ 1/G_c², its integral over u > 0 and G⊥ is ½(2πp)^(3/2) exp(−κ)/G_c². The square gives a factor 2. The normalizing integral ∫ exp(−G²/2p)/G² d³G is 4π√(πp/2) = (2π)^(3/2) √p. Each face then contributes exp(−κ)/(2κ) times its cosine, and the two faces of each axis give

δE_self/E_self ≈ (C/κ) exp(−κ) [1 + 2/√(πκ) + 1/(2κ)], C = Σ_axis cos(2πP_axis/h).

The bracket comes from expanding 1/G² to second order, 1 + 2u/G_c + (3u² − G⊥²)/G_c², with the averages ⟨u⟩ = √(2p/π), ⟨u²⟩ = p and ⟨G⊥²⟩ = 2p. The squared folded tail inside the cube and the missing tail outside it cancel at leading order.

For κ = 12 and a centre on a grid point, C = 3 and the formula gives 2.10 × 10⁻⁶. A Fourier sum for a Gaussian in a periodic cube gives 2.14 × 10⁻⁶. With the centre displaced by half a spacing along every axis, C = −3 and the sum gives −2.10 × 10⁻⁶. The energy thus changes as the atom moves across the grid, although the true energy does not.

**Why the weakest exponent governs the hierarchy**

It may seem that exp(−κ) settles the choice of κ. It does not once products live on different grids. A diffuse product on a coarse grid also interacts with sharp products, whose Fourier components are still large where the coarse grid ends. The tail of the diffuse product then enters to first order.

The limit of a sharp partner is a point charge; take it first at the centre P of a Gaussian product. The energy is proportional to ∫ exp(−G²/4p)/G² d³G = 4π√(πp). Place P half a spacing off the grid points along each axis. The tail outside the cube is missing, and the folded tail inside has the factor cos π = −1, so both lower the energy. At distance u beyond a face the tail is

exp(−κ/2) exp(−G_c u/2p) exp(−u²/4p) exp(−G⊥²/4p).

To leading order the u integral gives 2p/G_c, the G⊥ integral gives 4πp, and 1/G² gives 1/G_c². Two tails at each of six faces sum to 96πp² exp(−κ/2)/G_c³. Dividing by 4π√(πp) and using G_c³ = (2pκ)^(3/2) gives

δE_mix/E_mix ≈ −[24/(√π 2^(3/2))] κ^(−3/2) exp(−κ/2) (1 − 3/κ).

The correction has two parts. Since ⟨u²⟩ = 8p²/G_c², the factor exp(−u²/4p) contributes −1/κ. Since ⟨G⊥²⟩ = 4p, the expansion of 1/G² contributes −2/κ. Its terms linear in u have opposite signs inside and outside and cancel.

At κ = 20 the formula gives −2.07 × 10⁻⁶ and the Fourier sum −2.14 × 10⁻⁶, relative to the interaction energy. If P lies on a grid point, the folded tail changes sign and the two leading terms cancel. For a charge at the centre of the product, the half-spacing position is therefore the unfavourable one at this order. This does not carry over to a charge elsewhere: with the product on a grid point and the charge displaced along an axis the cancellation is lost, and at κ = 20 the relative error oscillates with distance inside an envelope that is 2.4 × 10⁻⁶ at 10 p^(−1/2) and levels off near 2.6 × 10⁻⁶ beyond 20 p^(−1/2). The exponent κ/2 is the same, but far from the centre the prefactor falls more slowly, about as 1/κ: at 40 p^(−1/2) the envelope is 1.1 to 1.2 times exp(−κ/2)/κ for κ from 12 to 28.

**Angular factors**

Orbitals with angular momentum multiply the Gaussian by a polynomial. A closed d shell on one atom gives r⁴ exp(−pr²), which is the second derivative of exp(−pr²) with respect to p. Let F = (π/p)^(3/2) exp(−t) with t = G²/4p. Since dt/dp = −t/p,

dF/dp = F(t − 3/2)/p,

d²F/dp² = F[(t − 3/2)² − 2t + 3/2]/p² = F(t² − 5t + 15/4)/p².

Relative to the charge, which is the value at t = 0, the tail is (t² − 5t + 15/4) exp(−t)/(15/4). It again depends on κ alone, with t = 2κ for the charge error and t = κ/2 at the grid edge. At κ = 20 the edge value is 14 times that of a pure Gaussian. This function falls steadily once t exceeds (7 + √14)/2 = 5.4, so at the edge a larger κ is sure to help a d product only beyond κ ≈ 11.

For two centres the polynomial also contains √p(P−A) and √p(P−B), which describe the shape of the product. If its net charge vanishes, as for an s and a p orbital on one atom, the error must be referred to another scale, such as the integral of the absolute value.

**The assignment rule**

Choose a number R and a set of grids with cutoffs E_l. Put each product on the coarsest grid that satisfies

E_l ≥ R p.

Products of a given shape then share an error ceiling fixed by R, provided R lies where the error falls with κ. The errors are not equal. Between neighbouring levels κ ranges from R to R times the ratio of their cutoffs, and on the coarsest grid it can be larger still. Absolute errors are not equal either: at fixed κ the self-energy error grows as √p, like the self-energy. A product with p > E_finest/R has no suitable grid. It has to go on the finest one, without the protection of R.

The rule also controls cost. Cut the Gaussian where it falls to ε, at r_c² = ln(1/ε)/p. Since 1/h² = 2κp/π², the number of grid points inside this radius is about

(4π/3)(r_c/h)³ = (4π/3)[2κ ln(1/ε)/π²]^(3/2).

For κ = 20 and ε = 10⁻¹⁰ this is about 3800 points, whatever p is. On one fixed grid κ = E/p, and the count grows as p^(−3/2).

**Joining the grids**

The levels are joined in Fourier space:

1. For each level, sum its products on its grid and Fourier transform the result.
2. Add the coefficients of all levels on the finest grid, giving n(G).
3. Form V(G) = 4πn(G)/G² for G ≠ 0, with V(0) = 0.
4. For matrix elements, keep the components of V that level l can carry, transform them back to that grid as V_l, and sum V_l against each product there.

An odd number of points per axis pairs every wavevector with its opposite, so no edge component needs special treatment.

Step 4 is consistent with the energy. With n(r) = Σ_G n(G) exp(iG·r) in a cell of volume Ω,

E_H = ½Ω Σ_(G≠0) 4π|n(G)|²/G².

Let product k, with grid coefficients g_k(G), enter the density with real weight w_k. Differentiating |n|² gives n*g_k + n g_k*, and for real functions the two sums over G are equal. Thus

∂E_H/∂w_k = Ω Σ_G V*(G) g_k(G) = h_l³ Σ_j V_l(r_j) g_k(r_j).

The last step is Parseval's relation on the grid of level l. It holds because g_k has no components beyond that grid. The matrix element is thus the derivative of the discretized Hartree energy, including its grid errors.

**A cadmium atom**

Cadmium has a compact 4d shell and a diffuse 5s shell. The density is that of a free atom in restricted Hartree–Fock theory, with the LANL2DZ effective core potential and 12 explicit electrons. The uncontracted basis has seven s and six d exponents, starting at 27 Å⁻² and falling by a factor 2.3. The closed shells give 28 s and 21 d products, with p from 0.365 to 54 Å⁻².

This fixed density is repeated in a periodic cube of edge 7 Å. The grids have 105, 63, 35 and 21 points per axis, with cutoffs of 8461, 3046, 940 and 338 eV. For R = 20 the rule demands 20 × 7.62 = 152.4 eV of cutoff per Å⁻² of exponent, or 544 eV per bohr⁻². The finest grid then accepts p up to 8461/152.4 = 55.5 Å⁻², just enough.

For the sharpest s product on each level, the table gives the size of the error of its energy with a point charge at its centre, computed in the periodic cube and divided by the energy of the isolated pair. The centre lies half a spacing off the points of whichever grid is used.

p (Å⁻²) | κ | assigned grid | fixed 0.2 Å grid
54.0 | 20.6 | 1.6 × 10⁻⁶ | 0.24
16.8 | 23.7 | 2.6 × 10⁻⁷ | 4.7 × 10⁻³
6.07 | 20.3 | 1.7 × 10⁻⁶ | 1.7 × 10⁻⁶
1.93 | 23.0 | 3.2 × 10⁻⁷ | below 10⁻¹⁵

The column κ refers to the assigned grid. There the errors differ by a factor of about 7, as the discrete levels allow. On the fixed grid they run from 24 per cent to rounding error.

For the whole atom, the reference is the Fourier sum for the same periodic density with analytic coefficients. It gives E_H = 780.6 eV (28.69 hartree) in this basis; other bases move it by up to about 0.15 eV, which does not enter the grid errors, since these are measured for a fixed density. With the four grids held fixed and only R changed, the Hartree energy errors are as follows. Position 1 is on a grid point, and position 2 is displaced by (0.091, 0.147, 0.238) Å.

R | position 1 (meV) | position 2 (meV) | points touched
5 | 860 | −247 | 2.1 × 10⁵
10 | −20 | 30 | 2.8 × 10⁵
15 | −0.37 | 0.06 | 4.2 × 10⁵
20 | −0.02 | 0.02 | 5.0 × 10⁵

At R = 5 the finest grid is empty: the sharpest product needs only 5 × 7.62 × 54 = 2057 eV and goes to the second level. At R = 10 the electron count at position 1 is already right to about 10⁻⁶ electrons, yet moving the atom changes the energy by 50 meV. A good electron count is therefore weak evidence for a good energy, as the exponents 2κ and κ/2 suggest. The fall of the energy error with R is uneven: from R = 5 to R = 10 it shrinks by a factor of about 42 at position 1 and about 8 at position 2.

With every product on the finest grid, the error at position 1 is below 10⁻⁵ meV, so the remaining 0.02 meV at R = 20 comes from using the coarser grids. In return, the points touched fall from 2.2 × 10⁷ to 5.0 × 10⁵, a factor of 44. The count adds up the products one by one, assumes tails cut at ε = 10⁻¹⁰ and leaves out the Fourier transforms. Tails that reach into neighbouring cells are counted in full, so a diffuse product can touch more points than the cell holds. If such points are folded back into the cell and counted once, the factor is 28. The four grids that must be transformed hold 1.5 × 10⁶ points together. The energies above were computed with uncut tails. At R = 20 a cut at ε = 10⁻¹⁰ loses just under 10⁻⁶ electrons and lowers the Hartree energy by 0.03 meV at both positions, more than the grid error itself. A cut at ε = 10⁻¹⁴ leaves the energy unchanged to 10⁻⁴ meV and enlarges each product's point count by (14/10)^(3/2) ≈ 1.7.

**Where the numbers carry over**

The example is an isolated-atom density in a box, not cadmium metal, and its errors are grid errors alone. They say nothing about the accuracy of Hartree–Fock theory, the core potential or the basis. In a density-functional calculation the exchange–correlation energy is a nonlinear function of the combined density, outside the error laws above. For this density, the local exchange energy at R = 20 differs from its value with all products on the finest grid by 0.02 meV at position 1, by −0.08 meV at position 2 and by −0.13 meV for a displacement of (0.1, 0.1, 0.1) Å. With the atom displaced in these ways it is about five times the Hartree error. Gradient-dependent functionals were not examined and need their own convergence study.

The example also relies on a smooth core. An all-electron 1s orbital has a radius of order 1/Z bohr, hence a rough exponent Z² bohr⁻². For Z = 48, a product of two such functions at R = 20 needs 2 × 48² × 544 eV ≈ 2.5 MeV, about 300 times the finest cutoff used here. Real all-electron bases need more, since they use sharper functions to describe the nuclear cusp: the largest s exponent for Cd is about 2Z² in STO-3G, 5Z² in 3-21G and 10⁴Z² in a large ANO set. The hierarchy makes diffuse products cheap, but it does not remove the need for a grid that resolves the sharpest one. For a smooth-core density like this one, R = 20 is a reasonable starting point if E_finest ≥ R p_max. A new basis, core potential or functional calls for a fresh scan of R and of the finest cutoff, with the atoms displaced against the grid.
